# Why capillary island free energies must be normalised at the monomer

To compute how fast islands nucleate on a growing terrace, one puts a capillary free energy into the steady-state rate formula and must then choose what multiplies the exponential. The candidates are the density of lattice sites, $N_0$, and the density of adatoms, $n_1$. One must also decide whether to subtract the free energy that the capillary expression assigns to a single atom. For the surface treated below, at one temperature and one adatom density, the site prefactor without subtraction gives $4.2\times10^{10}$ islands per cm² per second, the adatom prefactor without subtraction gives $7.9\times10^{6}$, and the adatom prefactor with subtraction gives $2.0\times10^{10}$. A lattice gas shows where these differences come from and which choice is consistent.

**What the adatom density already fixes**

Let adatoms occupy a square lattice, with energy $-\varepsilon$ for each pair of occupied nearest neighbours. Energies are counted from isolated adatoms, and $z=e^{\mu/kT}$, where $\mu$ is the chemical potential. If clusters are dilute, they are independent, and a cluster of $j$ atoms with $b$ bonds has density $N_0z^je^{b\varepsilon/kT}$ for each distinct shape. A single atom has one shape and no bonds, so

$$n_1=N_0z .$$

The density of every other size is proportional to $z^j$, hence to $n_1^j$ at fixed temperature. This is the law of mass action.

An atom added at a kink makes two bonds and leaves the kink in place. The crystal therefore neither grows nor shrinks when $ze^{2\varepsilon/kT}=1$. With $w=2\varepsilon/kT$, coexistence lies at $z=e^{-w}$. Define the supersaturation $S$ as $n_1$ divided by its coexistence value. Then

$$z=Se^{-w},\qquad n_1=N_0Se^{-w}. \tag{1}$$

The cluster weight separates into a bulk part and an edge part. Each atom has four sides. A bond uses two of them and a boundary edge uses one, so $4j=2b+P$, where $P$ is the number of boundary edges. Inserting $b=2j-P/2$ gives

$$z^je^{b\varepsilon/kT}=(ze^{w})^je^{-P\varepsilon/2kT}=S^je^{-P\varepsilon/2kT}. \tag{2}$$

Each edge costs $\varepsilon/2$. A single atom has $P=4$ and weight $Se^{-w}$, in agreement with (1).

**What the capillary expression puts there instead**

The capillary model replaces the sum of (2) over shapes by the free energy of a compact island with long edges. A long step can have kinks. Per lattice spacing along the step there is one edge, of weight $u=e^{-\varepsilon/2kT}$, and a kink of height $m$, of weight $u^{|m|}$. Summing over $m$,

$$e^{-\sigma/kT}=u\sum_{m=-\infty}^{\infty}u^{|m|}=u\left(1+\frac{2u}{1-u}\right)=u\,\frac{1+u}{1-u},$$

$$\frac{\sigma}{kT}=\frac{\varepsilon}{2kT}-\ln\frac{1+u}{1-u}. \tag{3}$$

This sum leaves out overhangs. As a test, the step free energy was also computed by diagonalising the transfer matrix of the full lattice gas, in its equivalent spin form, on a strip eight sites wide, with and without a forced step. For the parameters below, both routes give $\sigma/kT=2.238864$.

A square island of $j$ atoms has perimeter $4\sqrt j$ in lattice spacings. Its capillary free energy is therefore

$$\frac{G(j)}{kT}=-j\ln S+\theta\sqrt j,\qquad \theta=\frac{4\sigma}{kT}. \tag{4}$$

The square is a simplification: at finite temperature the equilibrium shape of a large island has rounded corners and a smaller $\theta$, a point taken up below. Now set $j=1$ and compare with the actual adatom density. With prefactor $N_0$,

$$\frac{N_0Se^{-\theta}}{N_0Se^{-w}}=e^{w-\theta}=\left(\frac{1+u}{1-u}\right)^4, \tag{5}$$

because $w=4(\varepsilon/2kT)$. The excess is kink entropy: the formula credits the four sides of a single atom with the fluctuations of a long step, which they cannot have. As $T\to0$, $u\to0$ and the ratio tends to one. In that limit the site prefactor gives the right adatom density, but not the right density of every other size: a dimer has six boundary edges, while the capillary form gives it $4\sqrt2\approx5.66$.

With prefactor $n_1$, the ratio is instead

$$\frac{n_1Se^{-\theta}}{n_1}=Se^{-\theta}. \tag{6}$$

Here the cost of making an adatom is charged twice, once in $n_1$, which contains $e^{-w}$, and again in $e^{-\theta}$. The dependence on density is also wrong: since $S\propto n_1$, the density $n_1S^je^{-\theta\sqrt j}$ varies as $n_1^{j+1}$, against mass action.

**The constant that repairs both**

Write the equilibrium density as $n_j^{\rm eq}=Ce^{-G(j)/kT}$, with $C$ independent of $j$. The condition $n_1^{\rm eq}=n_1$ reads $CSe^{-\theta}=n_1$, so $C=n_1e^{\theta}/S$ and

$$n_j^{\rm eq}=n_1\exp\left[(j-1)\ln S-\theta(\sqrt j-1)\right]=n_1e^{-[G(j)-G(1)]/kT}. \tag{7}$$

This is the shift by the monomer value. By (1), the same constant is $C=N_0e^{\theta-w}$, which depends on temperature but not on $n_1$, so mass action is restored. Both starting conventions lead to (7).

Consistency fixes the density only at size one. A further correction that varies with $j$ and vanishes at $j=1$ is also permitted. If the capillary form is otherwise kept, (7) is the one constant adjustment that works.

**Why the kinetics require it**

Let $f_j$ be the actual steady density of $j$-atom islands, with $f_1=n_1$ held fixed. Islands gain single atoms at rate $\beta_j$ and lose them at rate $\alpha_j$. The net flux from $j$ to $j+1$ is the same for all $j$:

$$J=\beta_jf_j-\alpha_{j+1}f_{j+1}.$$

Detailed balance requires $\alpha_{j+1}=\beta_jn_j^{\rm eq}/n_{j+1}^{\rm eq}$. The constant $C$ cancels in this ratio, so the loss rates do not depend on it. Substituting,

$$\frac{J}{\beta_jn_j^{\rm eq}}=\frac{f_j}{n_j^{\rm eq}}-\frac{f_{j+1}}{n_{j+1}^{\rm eq}}.$$

Sum from $j=1$ to a size $M$ well beyond the critical one, where islands are removed so that $f_{M+1}=0$. The intermediate terms cancel:

$$J\sum_{j=1}^{M}\frac1{\beta_jn_j^{\rm eq}}=\frac{f_1}{n_1^{\rm eq}}. \tag{8}$$

Both sides scale as $1/C$, so the true $J$ is independent of $C$. The usual formula, $J=1/\sum_j(\beta_jn_j^{\rm eq})^{-1}$, replaces the right side by one. That is correct if $n_1^{\rm eq}=f_1$; otherwise the computed rate carries the monomer error (5) or (6) as a factor.

This was tested by solving the linear equations for islands of up to 80 atoms, with loss rates taken from the unshifted $G(j)$ and $f_1$ set to the real adatom density. The flux was $2.0376\times10^{10}$ cm⁻² s⁻¹, equal to the printed value of the usual formula with (7).

**A closed rate**

Take $\beta_j=4\sqrt j\,h\,n_1/N_0$: adatoms at uniform density enter across each unit of perimeter with hop rate $h$ to one given site. This ignores the depletion of adatoms around an island, a limit taken up at the end. With $L=\ln S$, the sum in (8) becomes

$$\frac{N_0}{4hn_1^2}\sum_j\frac1{\sqrt j}\,e^{-(j-1)L+\theta(\sqrt j-1)} .$$

Replace the sum by an integral and set $v=\sqrt j$, so that $dj/\sqrt j=2\,dv$. Completing the square,

$$\theta v-Lv^2=\frac{\theta^2}{4L}-L\left(v-\frac{\theta}{2L}\right)^2 .$$

The maximum lies at the critical size $j^*=(\theta/2L)^2$. If it is several widths away from $v=1$, the integral may be extended over all $v$, and the Gaussian gives $\sqrt{\pi/L}$. Inverting,

$$J=\frac{2hn_1^2}{N_0}\sqrt{\frac L\pi}\,\exp\left[-\frac{\theta^2}{4L}+\theta-L\right]. \tag{9}$$

The last two terms in the exponent are the shift. They do not move $j^*$, since a constant has no derivative. For the same reason they leave unchanged the Zeldovich factor $\sqrt{-G''(j^*)/2\pi kT}$, which measures the curvature of the barrier.

**Numbers for a square metal surface**

The example has lattice spacing 0.29 nm, $\varepsilon=0.25$ eV, a hop barrier of 0.70 eV, an attempt rate of $10^{13}$ s⁻¹, $T=600$ K and $S=3$. Then $w=9.670$ and $\theta=4\times2.2389=8.956$. With $N_0=1.189\times10^{15}$ cm⁻², equation (1) gives $n_1=2.25\times10^{11}$ cm⁻², a coverage of $1.89\times10^{-4}$.

The monomer ratios are $e^{9.670-8.956}=2.04$ for the site prefactor and $3e^{-8.956}=3.87\times10^{-4}$ for the adatom prefactor. The unshifted rates must therefore be multiplied by 0.489 and 2583 respectively.

The critical size is 16.6 atoms and the Zeldovich factor is 0.0725. The exponent in (9) is $-18.250+8.956-1.099=-10.39$. With $h=1.319\times10^7$ s⁻¹,

$$J=2(1.319\times10^7)(2.252\times10^{11})(1.894\times10^{-4})(0.591)\,e^{-10.394}\approx2.04\times10^{10}\ {\rm cm^{-2}\,s^{-1}} .$$

The error also changes the apparent kinetics. Differentiating (9) with $dL/d\ln n_1=1$ at fixed temperature,

$$\frac{d\ln J}{d\ln n_1}=2+\frac1{2L}+\frac{\theta^2}{4L^2}-1=1+\frac1{2L}+j^*\approx18.07 .$$

The unshifted adatom prefactor gives 19.07, because its spurious factor is proportional to $n_1$. If a measured slope is read with the unshifted adatom formula, the inferred critical size is therefore one atom too small.

**What the shift does not repair**

Equation (2) can be summed over real lattice shapes, which replaces the capillary model at every size. Densities in cm⁻² are:

| Size | Shifted capillary | Lattice shapes |
|---|---|---|
| 1 | $2.25\times10^{11}$ | $2.25\times10^{11}$ |
| 2 | $1.65\times10^{10}$ | $1.07\times10^{10}$ |
| 17 | $6.9\times10^{6}$ | $2.2\times10^{6}$ |

The dimer shows the difference directly. Two orientations and one bond give $n_2/n_1=2ze^{\varepsilon/kT}=2Se^{-w/2}=0.048$, whereas (7) gives $Se^{-\theta(\sqrt2-1)}=0.073$. Agreement at size one does not guarantee agreement at size two.

With $T$, $S$ and $\beta_j$ held fixed, the lattice shapes give $J=7.3\times10^9$ cm⁻² s⁻¹. Relative to this, the shifted rate is 2.8 times too high, the unshifted site form 5.7 times too high, and the unshifted adatom form about 920 times too low. The shape sum leaves out islands with a gap within a column. Explicit enumeration puts the omission at 0.5 % of the density at size 10; it was not measured at size 17. Including those islands could only raise the lattice rate.

These factors belong to the square shape. The equilibrium (Wulff) shape of a large island in this lattice gas has $\theta=8.25$ instead of 8.96, which moves $j^*$ to 14.1. The shifted rate is then about 22 times too high, the site form about 90 times too high, and the adatom form about 58 times too low. So the shift gives the best of the three rates here with either shape, but what it secures is consistency, not accuracy. When $\ln S$ approaches $\theta/2$, the critical island shrinks towards one atom. For the $\theta$ used here, (9) then lies about 17 % below the sum it replaces. More seriously, an energy derived for long edges is being applied to clusters of a few atoms. Energies and shape counts of the individual small clusters are then needed.

**Beside a real surface**

The parameters describe no particular metal. The spacing, bond, barrier and attempt rate are round assumed values, and the rate is a model result. The attachment law is also too fast for diffusing adatoms, because an island drains its surroundings. Steady diffusion to a 4×4 island, with the density held at $n_1$ about 150 spacings away, supplies only about one eleventh of $4\sqrt j\,h\,n_1/N_0$. The fraction depends logarithmically on that distance: about one eighth at 50 spacings and one sixteenth at 1000. The absolute rates above are then too high by roughly that factor, while the ratios between the three prefactor choices are unaffected. Real adatoms need not interact through nearest-neighbour pairs alone, and the correction is sensitive to the effective bond. Since $\theta$ depends on $\varepsilon/kT$, a bond of 0.30 eV at 600 K is equivalent to 0.25 eV at 500 K. At $S=3$, this raises the correction to the adatom-prefactor rate from 2583 to about 23,500. Adatom crowding is slight, with four neighbouring sites occupied to a total of 0.08 %. At fixed $n_1$ the slowest mode of the 80-atom chain decays with a time constant of about 0.8 ms. Here $n_1$ means the adatom density that remains once the small islands have formed: in the shifted model, dimers alone hold 15 % as many atoms as there are adatoms. Without fresh deposition $n_1$ does not then stay fixed for long. Islands just past the critical size often shrink again, but those well past it nearly always keep growing. Far beyond it, the attachment law used here gives $dj/dt\approx4\sqrt j\,h(n_1/N_0)(1-1/S)$, so $j\approx(at)^2$ with $a=2h(n_1/N_0)(1-1/S)\approx3.3\times10^3$ s⁻¹. Islands formed at a constant rate $J$ then hold $Ja^2t^3/3$ atoms per unit area, which equals $n_1$ after about 14 ms. This estimate leaves out the starting state and the slower growth near the critical size. At fixed $n_1$ the time-dependent chain gives about 16 ms when the surface starts with adatoms only, and about 15 ms when islands up to 30 atoms already have their steady densities. Because $J$ varies as about the 18th power of $n_1$, the rate drops before that. These times belong to the assumed attachment law. Where diffusion limits the supply, islands form and grow more slowly and $n_1$ lasts longer. The depletion time of 0.7 s in the numerical output counts only the atoms in critical islands. Under the same attachment law, it is therefore far too long as an estimate of how long $n_1$ lasts. The remaining values are in the numerical output.

## Computed values

```
lattice spacing 0.29 nm; bond 0.25 eV
hop barrier 0.7 eV; attempt rate 1.0e+13 1/s
temperature 600 K; supersaturation S 3.0
kT 0.05170 eV; w = 2 bond/kT 9.6704; ln S 1.0986
site density N0 1.1891e+15 cm^-2
adatom density n1 2.2517e+11 cm^-2; coverage 1.894e-04
hop rate to one given site 1.3190e+07 1/s
step free energy/kT: formula 2.238864, strip 2.238864
step free energy 0.1158 eV per spacing; theta 8.9555
4x4 lattice / dilute formula: monomer 0.99990, dimer 0.99985
cluster densities in cm^-2 (shifted, N0 pref., n1 pref., lattice):
  size  1: 2.252e+11  4.603e+11  8.716e+07  2.252e+11
  size  2: 1.654e+10  3.382e+10  6.404e+06  1.073e+10
  size  4: 7.845e+08  1.604e+09  3.037e+05  4.386e+08
  size  9: 2.460e+07  5.028e+07  9.521e+03  9.483e+06
  size 17: 6.914e+06  1.413e+07  2.676e+03  2.186e+06
monomer density / actual, N0 prefactor: 2.0441e+00
monomer density / actual, n1 prefactor: 3.8709e-04
critical size 16.61 atoms; Zeldovich factor 0.0725
barrier/kT: unshifted 18.250, shifted 10.394
nucleation rate J (cm^-2 s^-1), J/J_lattice, d ln J/d ln n1:
  shifted: 2.0376e+10, 2.808e+00, 18.067
  N0 prefactor: 4.1651e+10, 5.741e+00, 18.067
  n1 prefactor: 7.8873e+06, 1.087e-03, 19.067
  lattice shapes: 7.2553e+09, 1.000e+00, 17.607
J from direct chain solution 2.0376e+10 cm^-2 s^-1
J from closed formula 2.0376e+10 cm^-2 s^-1
correction factor for n1 prefactor 2583.4
correction factor for N0 prefactor 0.4892
  same factors at 500 K, S = 3.0: 23523.9, 0.6440
  same factors at 700 K, S = 3.0: 481.9, 0.3633
shape-sum omission: size 9 0.242 %, size 10 0.538 %
adatom crowding, four neighbours: 0.0757 %
chain relaxation time 7.944e-04 s
adatom depletion time by critical islands 6.652e-01 s
rate shift, chain cut at 60 instead of 80: 2.01e-08
```
